\section*{Acoustic-Phonon Mobility in the Lowest Subband of a Quantum Well}

\section{Definitions and conventions}

An electron is confined to $0<z<L$ by infinitely high walls and moves freely in the $xy$ plane. Its in-plane mass $m$ is isotropic and independent of energy; the mass along $z$ is $m_z$. Vectors $\mathbf r$, $\mathbf k$ and $\mathbf Q$ lie in the plane, and a phonon wave vector is $\mathbf q=(\mathbf Q,q_z)$ with $q=|\mathbf q|$. The crystal has area $A$, thickness $\ell\gg L$, volume $V=A\ell$ and mass density $\rho$. In the lowest subband
\begin{equation}
\Psi_{\mathbf k}=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt A}\,\psi_1(z),\quad
\psi_1=\sqrt{\frac2L}\sin\frac{\pi z}{L},\quad
E_k=\frac{\hbar^2k^2}{2m},
\label{states}
\end{equation}
where $E_k$ is measured from the subband edge $E_1=\hbar^2\pi^2/(2m_zL^2)$.

The phonons are those of the bulk crystal: the well and its surroundings are taken to be elastically alike. Longitudinal modes have frequency $\omega_q=v_sq$ and stay in equilibrium at temperature $T$. A local dilation shifts the band edge by
\begin{equation}
H'=D\,\nabla\cdot\mathbf u ,
\label{coupling}
\end{equation}
with $\mathbf u$ the displacement and $D$ the deformation potential, an energy. The coupling is unscreened and conserves spin and valley. The charge of the electron is $-e$, and the mobility $\mu$ is the ratio of drift speed to field at weak field. The result to be derived is
\begin{equation}
\mu=\frac{2e\hbar^3\rho v_s^2L}{3m^2D^2k_BT}.
\label{result}
\end{equation}
It is the mobility set by this one scattering process.

\section{Coupling to one phonon mode}

Write $\mathbf u=\sum_{\mathbf q}i\hat{\mathbf q}\,X_{\mathbf q}e^{i\mathbf q\cdot\mathbf R}$ with $\mathbf R=(\mathbf r,z)$. The factor $i$ makes $\mathbf u$ Hermitian when $X_{-\mathbf q}=X_{\mathbf q}^\dagger$, because $\hat{\mathbf q}$ changes sign with $\mathbf q$. Integrating the kinetic energy density over the crystal gives $\tfrac12\rho V\sum_{\mathbf q}|\dot X_{\mathbf q}|^2$, so each mode is an oscillator of mass $\rho V$, and
\begin{equation}
X_{\mathbf q}=\sqrt{\frac{\hbar}{2\rho V\omega_q}}\,
\bigl(b_{\mathbf q}+b^\dagger_{-\mathbf q}\bigr).
\label{mode}
\end{equation}
The divergence multiplies each term by $i\mathbf q\cdot i\hat{\mathbf q}=-q$. The sign disappears on squaring. The operator $b$ contributes $N_q$ to the squared matrix element and $b^\dagger$ contributes $N_q+1$, where $N_q=[e^{\hbar\omega_q/k_BT}-1]^{-1}$. With $\omega_q=v_sq$,
\begin{equation}
|M_\pm|^2=\frac{D^2\hbar q}{2\rho Vv_s}\,|I(q_z)|^2
\left(N_q+\tfrac12\mp\tfrac12\right)\delta_{\mathbf k',\mathbf k+\mathbf Q}.
\label{matrix}
\end{equation}
The upper sign is absorption and the lower sign emission; in emission the phonon created has wave vector $-\mathbf q$. The integral over $\mathbf r$ enforces in-plane momentum conservation. The integral over $z$ gives
\begin{equation}
I(q_z)=\int_0^L\psi_1^2(z)\,e^{iq_zz}\,dz .
\label{overlap}
\end{equation}
The walls break translation symmetry along $z$, so $q_z$ is not fixed by the electron's momentum. Many phonons with different $q_z$ can cause the same in-plane transition, and their rates add.

\section{Equipartition and quasi-elastic scattering}

The golden rule gives the transition rate
\begin{equation}
W_{\mathbf k'\mathbf k}=\frac{2\pi}{\hbar}\sum_{q_z}\sum_\pm
|M_\pm|^2\,\delta(E_{k'}-E_k\mp\hbar\omega_q).
\label{golden}
\end{equation}
Let $x=\hbar\omega_q/k_BT$. For small $x$,
\begin{equation}
N_q=\frac1x-\frac12+\frac{x}{12}+\dots,\qquad
2N_q+1=\frac2x\left(1+\frac{x^2}{12}+\dots\right).
\label{bose}
\end{equation}
Two approximations follow when phonon energies are small. First, $\hbar\omega_q$ is dropped from the delta functions, so absorption and emission share the factor $\delta(E_{k'}-E_k)$. Second, the sum of their occupation factors is replaced by $2/x=2k_BT/(\hbar v_sq)$. Then
\begin{equation}
\frac{D^2\hbar q}{2\rho Vv_s}\cdot\frac{2k_BT}{\hbar v_sq}
=\frac{D^2k_BT}{\rho v_s^2V}.
\label{cancel}
\end{equation}
Both $q$ and $\hbar$ have cancelled. Short waves strain the crystal more for a given amplitude, but their thermal amplitude is smaller by the same factor. To the electron the lattice is a classical, nearly static random potential with equal strength at all wave vectors.

\section{The form factor}

The values of $q_z$ are spaced by $2\pi/\ell$, so $\sum_{q_z}\to\ell\int dq_z/(2\pi)$. With $V=A\ell$ the thickness cancels, and
\begin{equation}
W_{\mathbf k'\mathbf k}=\frac{2\pi}{\hbar}\,
\frac{D^2k_BT}{\rho v_s^2A}\,F\,\delta(E_{k'}-E_k),
\quad F=\int_{-\infty}^{\infty}\frac{dq_z}{2\pi}|I(q_z)|^2 .
\label{elastic}
\end{equation}
Insert \eqref{overlap} twice and use $\int dq_z\,e^{iq_z(z-z')}=2\pi\delta(z-z')$:
\begin{equation}
F=\int_0^L\!\!\int_0^L\psi_1^2(z)\psi_1^2(z')\,\delta(z-z')\,dz\,dz'
=\int_0^L\psi_1^4\,dz .
\label{parseval}
\end{equation}
For the infinite well $\psi_1^4=(4/L^2)\sin^4(\pi z/L)$. Squaring $\sin^2\theta=(1-\cos2\theta)/2$ gives $\sin^4\theta=(3-4\cos2\theta+\cos4\theta)/8$. Both cosines integrate to zero over the well, so
\begin{equation}
F=\frac4{L^2}\cdot\frac{3L}{8}=\frac{3}{2L}.
\label{form}
\end{equation}

The same factor appears in real space. By \eqref{cancel} the classical potential $U=D\nabla\cdot\mathbf u$ has the correlation $\langle U(\mathbf R)U(\mathbf R')\rangle=(D^2k_BT/\rho v_s^2)\,\delta(\mathbf R-\mathbf R')$. The electron feels $\int\psi_1^2U\,dz$, whose in-plane correlation carries $\int\psi_1^4dz$. A wider state averages over more independent strain fluctuations and scatters less. A uniform density across the well would give $F=1/L$; the sine concentrates the electron near the centre and raises this by one half.

\section{Scattering rate}

For one spin and one valley,
\begin{equation}
\sum_{\mathbf k'}=\frac{A}{(2\pi)^2}\int k'dk'\,d\theta
=\frac{Am}{(2\pi)^2\hbar^2}\int dE_{k'}\,d\theta ,
\label{density}
\end{equation}
since $dE_{k'}=\hbar^2k'dk'/m$. The rate \eqref{elastic} does not depend on the scattering angle $\theta$, so the angular integral is $2\pi$ and the density of final states is $m/(2\pi\hbar^2)$ per area. Hence
\begin{equation}
\frac1\tau=\sum_{\mathbf k'}W_{\mathbf k'\mathbf k}
=\frac{2\pi}{\hbar}\cdot\frac{D^2k_BT}{\rho v_s^2}\cdot\frac{3}{2L}
\cdot\frac{m}{2\pi\hbar^2}
=\frac{3mD^2k_BT}{2\hbar^3\rho v_s^2L}.
\label{rate}
\end{equation}
The lifetime is independent of energy because neither the summed squared matrix element nor the density of states in two dimensions depends on energy.

\section{From lifetime to mobility}

Let a constant force $G$ act along $x$, and write the distribution as $f=f_0+g$, with $f_0$ the Fermi function and $g$ linear in $G$. In the steady state
\begin{equation}
G\,v_x\frac{\partial f_0}{\partial E}
=\sum_{\mathbf k'}W_{\mathbf k'\mathbf k}
\bigl[f'(1-f)-f(1-f')\bigr]
=\sum_{\mathbf k'}W_{\mathbf k'\mathbf k}(g'-g),
\label{boltzmann}
\end{equation}
where a prime marks the state $\mathbf k'$. The elastic rate is symmetric in its two states, so the products $ff'$ cancel. Then $f_0'=f_0$, because the energies are equal. The left side is odd in $\mathbf k$, and so is $g$. Since $W$ does not depend on angle, the sum over $g'$ vanishes, leaving
\begin{equation}
g=-\tau G\,v_x\frac{\partial f_0}{\partial E}.
\label{shift}
\end{equation}
The time that governs transport is therefore the lifetime itself. The angular average of $v_x^2$ is $v^2/2=E/m$. With a constant density of states the mean velocity is
\begin{equation}
\langle v_x\rangle=\frac{G\tau}{m}\,
\frac{\int_0^\infty E(-\partial f_0/\partial E)\,dE}{\int_0^\infty f_0\,dE}
=\frac{G\tau}{m}.
\label{drift}
\end{equation}
The last step integrates by parts; the boundary term $-Ef_0$ vanishes at both limits. In a field of strength $\mathcal E$ the force has magnitude $e\mathcal E$, so $\mu=e\tau/m$, and \eqref{rate} gives \eqref{result}. Within the quasi-elastic model this holds at any degeneracy.

One factor of $m$ in \eqref{result} comes from the density of final states and the other from inertia. The mass $m_z$ is absent because the shape of $\psi_1$ does not depend on it.

\section{Conditions on temperature and width}

\paragraph{Phonon energy.} The typical $q_z$ follows from \eqref{overlap}. Multiplication by $q_z$ corresponds to differentiation of $\psi_1^2$, whose derivative is $(2\pi/L^2)\sin(2\pi z/L)$. Weighting with $|I|^2$,
\begin{equation}
\langle q_z^2\rangle=\frac{\int(d\psi_1^2/dz)^2dz}{\int\psi_1^4dz}
=\frac{2\pi^2/L^3}{3/(2L)}=\frac{4\pi^2}{3L^2}.
\label{qrms}
\end{equation}
One condition is thus $2\pi\hbar v_s/(\sqrt3L)\ll k_BT$. The in-plane part of the phonon momentum reaches $2\hbar k$, which adds the condition $2\hbar v_sk\ll k_BT$ for the electrons that carry the current. In a degenerate gas $k$ is the Fermi wave number, and this condition fails on cooling even though \eqref{drift} permits degeneracy.

\paragraph{Second subband.} The gap is $\Delta=3E_1\propto1/L^2$, so the proportionality $\mu\propto L$ at fixed $T$ requires $\Delta\gg k_BT$. In a degenerate gas the Fermi energy, measured from the first subband edge, must also lie below $\Delta$ by many $k_BT$, or the second subband fills. The first correction can be found for a nondegenerate gas. The steps leading to \eqref{parseval} give the intersubband factor
\begin{equation}
\int_0^L\psi_1^2\psi_2^2\,dz=\frac1L,\qquad
\psi_2=\sqrt{\frac2L}\sin\frac{2\pi z}{L},
\label{inter}
\end{equation}
because $\sin^2\theta\sin^22\theta=(1-\cos2\theta)(1-\cos4\theta)/4$ has mean $1/4$. The factor within the second subband is again $3/(2L)$. An electron able to reach both subbands has total factor $5/(2L)$ and lifetime $3\tau/5$. This applies to every electron in the second subband and to those in the first with $E>\Delta$. With $y=\Delta/k_BT$, the latter carry the fraction $w=\int_y^\infty te^{-t}dt=(1+y)e^{-y}$ of the first subband's current in the one-subband model. The populations stand as $1:e^{-y}$, so
\begin{equation}
\frac{\mu_{\rm two}}{\mu}=
\frac{1-\tfrac25w+\tfrac35e^{-y}}{1+e^{-y}} .
\label{two}
\end{equation}

\section{A strained silicon well at 77 K}

Consider silicon between silicon--germanium barriers, with the rough values $L=8.0$ nm, $m=0.19\,m_e$, $m_z=0.92\,m_e$, $D=9.0$ eV, $\rho=2.33$ g/cm$^3$ and $v_s=9.0$ km/s, where $m_e$ is the free-electron mass. Silicon has no piezoelectric coupling. Strain raises four of its six valleys, leaving two with isotropic in-plane mass.

In SI units $m=1.73\times10^{-31}$ kg, $D=1.44\times10^{-18}$ J, $k_BT=1.06\times10^{-21}$ J, $\rho v_s^2=1.89\times10^{11}$ J/m$^3$ and $F=1.875\times10^8$ m$^{-1}$. Equation \eqref{rate} gives
\begin{equation}
\frac1\tau=\frac{mD^2k_BT\,F}{\hbar^3\rho v_s^2}
=3.24\times10^{11}\ {\rm s^{-1}},\qquad \tau=3.09\ {\rm ps},
\label{number}
\end{equation}
and $\mu=e\tau/m=2.86$ m$^2$/Vs, or about $2.9\times10^4$ cm$^2$/Vs. The broadening $\hbar/\tau=0.21$ meV is small beside $k_BT=6.64$ meV, as the use of separate collisions requires.

A phonon with the rms $q_z$ of \eqref{qrms} and no in-plane momentum has energy $2.7$ meV, which is not very small beside $k_BT$. To size the error, the linearized Boltzmann equation for a nondegenerate gas was solved numerically on an energy grid, with Bose occupations and the phonon energies kept in \eqref{golden}. The mobility is about $1.05$ times the formula. Equation \eqref{bose} by itself would raise the scattering and lower the mobility, so the increase comes from the exchange of energy. Slow electrons cannot emit phonons of higher energy than their own, which acts in this direction; its share was not separated. With $v_s$ divided by 20 and $\rho$ multiplied by 400, so that $\rho v_s^2$ is unchanged, the same solution gives $1.000$ times the formula.

For the second subband, $E_1=6.39$ meV and $\Delta=19.16$ meV, so $y=2.89$, $e^{-y}=0.056$ and $w=0.217$. Equation \eqref{two} gives
\begin{equation}
\frac{1-0.4(0.217)+0.6(0.056)}{1.056}=0.90 .
\end{equation}
The small upper population understates the effect, because fast electrons of the first subband also gain a scattering channel. At 300 K, $\Delta/k_BT=0.74$, and the one-subband formula does not apply to this well.

\section{Comparison with real wells}

Several omissions make the elastic scattering depend on $Q=2k\sin(\theta/2)$. If $K(Q)$ is the ratio of the changed transition rate to \eqref{elastic}, the ansatz $g\propto\cos\phi$, with $\phi$ the direction of $\mathbf k$, gives $g'-g\to-(1-\cos\theta)g$ after the angular sum. Hence
\begin{equation}
\frac{\tau}{\tau(E)}=\int_0^\pi\frac{d\theta}{\pi}(1-\cos\theta)K(Q),\quad
\frac{\mu_K}{\mu}=\frac{\int E\,[\tau(E)/\tau]\,e^{-E/k_BT}dE}
{\int E\,e^{-E/k_BT}dE}.
\label{kernel}
\end{equation}
The ratios for screening, anisotropic coupling, roughness and remote charge below come from numerical integration of \eqref{kernel}, with one effect changed at a time.

\paragraph{Screening.} A nondegenerate gas of density $n$ reduces the potential by $1+q_sC(Q)/Q$, where $q_s=e^2n/(2\epsilon k_BT)$, $\epsilon$ is the permittivity ($11.7$ times that of vacuum), and $C(Q)$ averages $e^{-Q|z-z'|}$ over $\psi_1^2(z)\psi_1^2(z')$. The mobility rises by a factor $1.1$ at $n=2\times10^{10}$ cm$^{-2}$ and $2.1$ at $2\times10^{11}$ cm$^{-2}$. These are overestimates, since the response to slowly varying potentials was used at all $Q$. The static response of the gas weakens when $Q$ is comparable to the thermal wave number; including this gives about $1.06$ and $1.7$, and the slight degeneracy at the higher density lowers the latter to about $1.6$. The unscreened formula thus suits a dilute gas.

\paragraph{Anisotropic coupling.} In silicon a valley responds to dilation, with constant $\Xi_d$, and to strain along its axis, with constant $\Xi_u$. For $c=q_z/q$, $D^2$ is replaced by $(\Xi_d+\Xi_uc^2)^2+(v_s/v_t)^2\Xi_u^2c^2(1-c^2)$, averaged over $q_z$ with weight $|I|^2$. The second term is due to transverse phonons of speed $v_t$. The rough values $\Xi_d=1.1$ eV, $\Xi_u=9.0$ eV and $v_t=5.4$ km/s give $1.3$ times the mobility, equivalent to a single $D$ of $7.9$ eV. This form treats the crystal as elastically isotropic. Silicon is cubic, and longitudinal sound along the growth axis, where most of these phonons travel, is slower than $9.0$ km/s; with the rough elastic constants $c_{11}=168$, $c_{12}=65$ and $c_{44}=80$ GPa the same coupling constants give about $1.16$, or $D=8.4$ eV. The constants themselves are uncertain: in the isotropic form $\Xi_d=-6$ eV gives $1.8$, $\Xi_d=-11.7$ eV gives $0.80$, and $\Xi_u=10.5$ eV with $\Xi_d=1.1$ eV gives $0.98$. Since $\mu\propto D^{-2}$, the choice of $D$ is a leading uncertainty.

\paragraph{Barriers and interfaces.} For barriers of $150$ meV with unchanged mass, a finite-difference solution for $\psi_1$ gives a smaller $\int\psi_1^4dz$ and a mobility $1.14$ times larger: the state spreads into the barriers. The subband gap also falls, to about $14.9$ meV, so the reduction by the second subband becomes a factor of about $0.84$ instead of $0.90$. Interface roughness acts the other way. A height fluctuation $h$ shifts the level by $2E_1h/L$ in magnitude. One interface with rms height $0.28$ nm and a Gaussian correlation of length $6$ nm lowers the mobility to $0.93$ of the formula. Remote charges of density $10^{11}$ cm$^{-2}$, placed $50$ nm from the centre of the well and screened at the lower electron density, lower it to $0.87$. Both disorder estimates are rough and depend on the sample. The roughness value uses the level shift of infinite walls, which the $150$ meV barriers reduce by about $30$ percent. The potential of the remote charges fluctuates by about $0.4\,k_BT$, which is not very small for a weak-scattering treatment.

\paragraph{Field strength.} Drift at velocity $\mathbf v_d$ shifts the balance between emission and absorption by $\hbar\mathbf Q\cdot\mathbf v_d$, which is small beside $\hbar v_sq$ when $v_d\ll v_s$. Here $v_d=v_s$ corresponds to $v_s/\mu=32$ V/cm, so the weak-field result is safe well below this field.

For this well the formula gives the scale of the acoustic-phonon limit. Among the effects sized here, screening at the higher density changes it most, by a factor of about $1.6$; the others shift it by up to about $30$ percent each for the parameters chosen, and other values of $\Xi_d$ can shift it as much as screening does. The corrections are not independent, and their product would not be a prediction for a device.

Numbers in the example were calculated in double precision.
